# Piezoelectric Sign Reversal by Near-Cancellation: A Polar Chain for Hafnia

**Question.** A first-principles calculation for ferroelectric hafnia gives a longitudinal piezoelectric coefficient with a definite sign. Why might a small change in the bonding, from a dopant, a residual strain or a different density functional, reverse that sign, and when would it fail to do so?

**Answer.** Stretching a polar crystal changes its polarization in two ways. In the clamped-ion response, the nuclei keep their fractional positions while the bonds lengthen and the electrons readjust. In the internal-strain response, the ions then move to new equilibrium positions within the stretched cell. If the two contributions have opposite signs and nearly equal sizes, their sum is a small difference of larger numbers. A modest change in one of them can then reverse the sum. If they have the same sign, this mechanism is absent.

A chain with two unequal springs shows what sets each contribution. It does not establish that hafnia lies near cancellation. That has to be read from the two contributions in a calculation of the material itself.

## The chain and its polarization

Each cell has length $c$ along the polar axis and fixed cross-section $A$. It contains one cation and one anion. Below the anion is a short bond of length $l_1$ and stiffness $k_1$; above it is a long bond of length $l_2$ and stiffness $k_2$. Thus $c=l_1+l_2$, and $\delta=l_2-l_1>0$. A stiffness here means the curvature of the bond energy at equilibrium.

Let $\mu(l)$ be the dipole of a bond of length $l$, directed from anion to cation. The same function serves both bonds and includes the electronic readjustment to a change of length. The upper dipole points up and the lower one down, so

$$
P=\frac{\mu(l_2)-\mu(l_1)}{Ac}.
$$

Positive $P$ points upward, and $P=0$ when the anion is midway. Write $\mu_i'=\mu'(l_i)$. If the anion moves up by $w$, then $l_1$ grows by $w$ and $l_2$ shrinks by $w$. The cell dipole changes by $-(\mu_1'+\mu_2')w$, so the anion's Born charge is $-Z$, with

$$
Z=\mu_1'+\mu_2'.
$$

The coefficient is $e=dP/d\eta$, where $\eta=dc/c$ is positive in tension and the electrodes are short-circuited. Because $A$ is fixed, the charge flowing between the electrodes is $A\,dP$, so this derivative is the measurable, or proper, coefficient.

The sign of $e$ relative to $P$ needs a stated reference. Moving one elementary charge by one cell changes $P$ by $ec/(Ac)=e/A$, where $e$ in this sentence is the elementary charge. That shift does not depend on $c$. It leaves $dP/d\eta$ unchanged but may reverse the sign assigned to $P$.

## The clamped-ion contribution

With fractional positions held, each bond changes by $dl_i=l_i\,d\eta$, while $dc=c\,d\eta$. Differentiating the numerator and the factor $1/c$ gives

$$
e_{\rm cl}=\frac{l_2\mu_2'-l_1\mu_1'}{Ac}-P
=\frac{[l\mu'(l)-\mu(l)]_{l_1}^{l_2}}{Ac}.
$$

The derivative of $l\mu'-\mu$ is $l\mu''$, because the two terms in $\mu'$ cancel. Hence

$$
e_{\rm cl}=\frac{1}{Ac}\int_{l_1}^{l_2}l\,\mu''(l)\,dl.
$$

If $\mu$ is a straight line, as for rigid charges, this contribution is zero. The dipole grows in proportion to the cell length, and so does the cell volume. If $\mu''<0$ throughout the interval, the contribution is negative: the slope of the dipole is smaller in the long bond than in the short one. The electronic readjustment then makes the dipole grow less readily as the bond lengthens.

## The internal-strain contribution

Now let the ions relax. Force balance on the anion requires equal changes of tension in its two bonds, and the bond changes must add to the cell extension:

$$
k_1\,\Delta l_1=k_2\,\Delta l_2,\qquad
\Delta l_1+\Delta l_2=c\eta.
$$

Here $\Delta l_i$ is the change in length of bond $i$. Eliminating $\Delta l_2$ gives $\Delta l_1=c\eta k_2/(k_1+k_2)$. The clamped-ion change was $l_1\eta$. The anion's extra upward displacement is the difference:

$$
w=\eta\left(\frac{k_2(l_1+l_2)}{k_1+k_2}-l_1\right)
=\eta\,\frac{k_2l_2-k_1l_1}{k_1+k_2}.
$$

It changes $P$ by $-Zw/(Ac)$, so

$$
e_{\rm int}=\frac{Z}{Ac}\,\frac{k_1l_1-k_2l_2}{k_1+k_2}.
$$

For $Z>0$ this is positive when $k_1l_1>k_2l_2$. It is not enough for the short bond to be stiffer: it must be stiffer by more than the factor $l_2/l_1$. The long bond then takes more than its proportional share of the stretch, the anion moves down relative to its clamped position, and the polarization rises.

## The sum and its reversal

Add the two contributions and collect the coefficients of the dipole slopes. The coefficient of $\mu_2'/(Ac)$ is

$$
l_2+\frac{k_1l_1-k_2l_2}{k_1+k_2}
=\frac{k_1(l_1+l_2)}{k_1+k_2}
=\frac{k_1c}{k_1+k_2}.
$$

The coefficient of $\mu_1'/(Ac)$ is

$$
-l_1+\frac{k_1l_1-k_2l_2}{k_1+k_2}
=-\frac{k_2c}{k_1+k_2}.
$$

Therefore

$$
e=\frac{\mu_2'k_1-\mu_1'k_2}{A(k_1+k_2)}-P.
$$

With no applied voltage, this linear response also holds for anharmonic bonds, provided that the stiffnesses and slopes are evaluated at the current equilibrium. When $k_1\gg k_2$, the long bond takes the stretch and $e\to\mu_2'/A-P$. When $k_2\gg k_1$, the short bond takes it and $e\to-\mu_1'/A-P$. The distribution of strain between the bonds thus controls the response.

To display the cancellation, take a constant curvature $\mu''=h$ over the relevant lengths. Then $e_{\rm cl}=h(l_2^2-l_1^2)/(2Ac)$. Since $l_2^2-l_1^2=\delta c$,

$$
e_{\rm cl}=\frac{h\delta}{2A}.
$$

Define the spring contrast $\kappa=(k_1-k_2)/(k_1+k_2)$. Substituting $l_1=(c-\delta)/2$ and $l_2=(c+\delta)/2$ gives

$$
k_1l_1-k_2l_2
=\tfrac12\left[(k_1-k_2)c-(k_1+k_2)\delta\right],
$$

and hence

$$
e=\underbrace{\frac{h\delta}{2A}}_{\text{clamped ion}}
+\underbrace{\frac{Z}{2A}\left(\kappa-\frac{\delta}{c}\right)}_{\text{internal strain}}.
$$

Setting the sum to zero yields the critical contrast

$$
\kappa_*=\delta\left(\frac1c-\frac hZ\right).
$$

For positive stiffnesses $\kappa$ lies between $-1$ and $1$, so a reversal by changing the springs requires $|\kappa_*|<1$.

The sensitivity to the short bond follows from $\partial\kappa/\partial k_1=2k_2/(k_1+k_2)^2$. Multiplying by $k_1Z/(2A)$ gives

$$
\frac{\partial e}{\partial\ln k_1}
=\frac{Zk_1k_2}{A(k_1+k_2)^2}.
$$

This remains finite where $e=0$. A given fractional change in stiffness therefore causes an ordinary absolute change in $e$, but a very large relative one.

## A numerical case

Take $c=0.50$ nm, $A=0.065$ nm², $l_1=0.21$ nm and $l_2=0.29$ nm, with lengths measured along the polar axis. Let $Z=2.5$ and $h=-4.5$ per nm, both in elementary charges. For constant curvature the mean dipole slope is $Z/2$, so $\mu(l_2)-\mu(l_1)=Z\delta/2$ and

$$
P=\frac{Z\delta}{2Ac}=49.3\ \mu{\rm C/cm^2}.
$$

One elementary charge per nm² is 0.1602 C/m². The clamped-ion contribution is

$$
e_{\rm cl}=0.1602\,\frac{(-4.5)(0.08)}{2(0.065)}
=-0.444\ {\rm C/m^2}.
$$

The prefactor of the internal contribution is $0.1602\times2.5/(2\times0.065)=3.08$ C/m², and $\delta/c=0.16$. Hold all inputs except $k_1$ fixed, with $k_2=70$ N/m.

- For $k_1=122$ N/m, $\kappa=0.271$. The internal contribution is $3.081(0.27083-0.16)=0.3415$ C/m², and the total is $-0.4437+0.3415=-0.102$ C/m².
- For $k_1=140$ N/m, $\kappa=0.333$. The internal contribution is 0.534 C/m², and the total is $+0.090$ C/m².

The reversal lies at $\kappa_*=0.08(2+1.8)=0.304$. Since $k_1/k_2=(1+\kappa)/(1-\kappa)$, this means $k_1=131$ N/m, a rise of 7.5% from the first case. In the first case the sensitivity is 1.43 C/m² per unit change in $\ln k_1$, much larger than the magnitude of the total coefficient.

The electronic contribution offers another route. With the first pair of springs, and with $Z$ and the lengths held fixed, the total vanishes when $h$ changes from $-4.5$ to $-3.46$ elementary charges per nm. Its magnitude has fallen by 23%.

Equal springs provide the contrasting case. At $k_1=k_2=70$ N/m, the contributions are $-0.444$ and $-0.493$ C/m², giving $-0.937$ C/m². Both are negative. Raising $k_1$ can still reverse the total, but it must rise by 87%. A small bonding change cannot do it here.

## From charge to deformation

The same coefficient governs the converse effect. Hold a voltage $U$ across each cell. The ion-relaxed electric enthalpy $G$ is the bond energy minus $U$ times the cell dipole divided by $c$. That last ratio is $AP$. At equilibrium the ionic displacement makes no first-order contribution, so $\partial G/\partial U=-AP$. The stress is $\sigma=(1/A)\partial G/\partial c$, and therefore

$$
\frac{\partial\sigma}{\partial U}
=-\frac{\partial P}{\partial c}
=-\frac ec.
$$

At fixed $c$ the field is $E=U/c$, which gives $\partial\sigma/\partial E=-e$. With modulus $C$, a chain free to change length satisfies $0=C\eta-eE$, or $\eta=(e/C)E$.

The two springs in series have stiffness $k_1k_2/(k_1+k_2)$, so $C=ck_1k_2/[A(k_1+k_2)]$. In the first case $C=342$ GPa and $e/C=-0.30$ pm/V. A small field along $P$ shortens this chain; beyond the reversal it lengthens it.

A sample that is free at its sides also deforms sideways. For an isotropic elastic solid with Young's modulus $Y$, Poisson ratio $\nu$ and equal transverse coefficients $e_{31}=e_{32}$, the compliances are $1/Y$ and $-\nu/Y$. Thus

$$
d_{33}=\frac{e_{33}-2\nu e_{31}}{Y}.
$$

With $\nu=0.30$ and $e_{33}=-0.102$ C/m², a transverse coefficient of $-0.170$ C/m² makes $d_{33}$ vanish. A more negative one makes it positive, although $e_{33}$ is still negative. The sign of a free sample's thickness response therefore need not be the sign of $e_{33}$.

## Strain, bias and atomic motion

Real bonds change stiffness as they stretch. To estimate the consequence, replace each spring by a Morse bond,

$$
V(l)=D\left[1-e^{-a(l-r)}\right]^2,
\qquad D=\frac{k}{2a^2},
$$

where $r$ is its original length and $a=15$ per nm is an assumed value. Expansion about $r$ gives $V''=2Da^2=k$ and $V'''=-6Da^3=-3ak$, so tension softens the bond. The following values come from solving the force balance numerically and differentiating $P$ about the stated condition, starting from the 122 N/m case.

Under 1% tension, $e$ rises from $-0.102$ to $-0.025$ C/m²; it crosses zero at about 1.3%. The more compliant long bond takes more of the extension and softens more, which raises $\kappa$. A bias of 3 MV/cm along $P$, applied at the original cell length and with the voltage held fixed while $P$ is differentiated, changes $e$ to $-0.052$ C/m². It pushes the anion down, stiffening the compressed short bond and softening the stretched long one. That change of stiffness alone would give $-0.023$ C/m²; the changed dipole slopes, the larger $P$ and the fall of $U/c$ under stretch take part of it back. The chain's ionic susceptibility is only about 3, far below hafnia's dielectric constant of a few tens, so this figure describes the model and not the material.

Atomic motion is harder to estimate. Solving the quantum motion of an anion with oxygen's mass between fixed cations, and averaging its states at 300 K, gives $-0.136$ C/m², zero-point motion included. Fixing the cations is a severe restriction, however: it forces the two bonds to fluctuate by equal and opposite amounts. When the cations move as well, the bonds fluctuate differently, and at fixed chain length the shift at 300 K is much smaller. A chain free to change length also expands, which acts like the tension above and moves $e$ upward instead. This value therefore does not predict the effect of temperature on a whole chain or a crystal.

For the assumed value of $a$, the shifts from strain and bias are each a sizeable fraction of the original coefficient; as $a$ is reduced both shifts fall, pass through zero and change sign, because the opposing terms (the changed dipole slopes and, under bias, the larger $P$ and the fall of $U/c$) remain for harmonic bonds. Near cancellation, a calculation at one lattice constant and zero field can therefore be weak evidence for the sign at operating conditions.

## What this says about hafnia

The polarization of about 50 μC/cm² and the modulus of a few hundred GPa are in the rough range calculated for polar orthorhombic hafnia. The spring contrast and dipole curvature are chosen parameters, not values extracted from it. Calculations for that phase have given a negative $e_{33}$ of order 1 C/m² in magnitude. The near-cancelled totals here are about ten times smaller. The equal-spring total is closer in size, but that resemblance does not identify hafnia's separate contributions. Published calculations for that phase report a positive clamped-ion term and a considerably larger negative internal-strain term. Those signs are the reverse of the near-cancelled chain's, and the sizes are not close to cancellation, so a reversal there needs a large change in the internal-strain term.

Hafnia also has several oxygen displacements that respond to strain, where the chain has one. Their contributions must be summed, and some may oppose others. Films add domains, defects and clamping by the substrate. Of the departures estimated here, the transverse response can cancel $d_{33}$ altogether, and a tension slightly above 1% can reverse the model's $e$.

The useful quantity in a calculation is thus the pair $(e_{\rm cl},e_{\rm int})$, not the total alone. Opposite contributions of similar size call for testing the sign against strain, functional and temperature. Two sizeable contributions of the same sign make reversal by a small bonding change unlikely, unless one of them is itself unusually sensitive to that change.
